**Orientation dependence of coherent strain energy in cubic films**

The program tests the relaxed energy $W = M(n)\varepsilon^2$ of a cubic film with normal $n$ and equibiaxial misfit $\varepsilon$, where $C_{11}$, $C_{12}$ and $C_{44}$ are the elastic constants. It asserts that the Sherman-Morrison formula agrees with a direct traction-free solution of the full elastic tensor for 300 random crystals with $C_{44} < C_{11} - C_{12} < 2C_{44}$; the largest relative difference in $M$ is $1.9 \times 10^{-15}$. For 1500 sampled orientations in each of three classes, it asserts that $M$ lies between its (001) and (111) values: (001) is lower inside this window and for $C_{11} - C_{12} \le C_{44}$, and (111) is lower for $C_{11} - C_{12} > 2C_{44}$. Computer algebra confirms the polynomial identities used where convexity fails. For constants of 160, 60 and 80 GPa, the output gives $M = 175$ GPa for (001) and 224 GPa for (111), and a numerical search over orientations finds the same two extrema. The remaining lines size finite strain, temperature, surface effects, dislocations and undulation from rough inputs. None of the 300 random crystals had negative $C_{12} + C_{44}$, in agreement with the proof that this sum is positive in the window.

## Numerical verification

```python
"""Coherent equibiaxial strain energy of a cubic film as a function of its normal n.

Result under test: W = M(n) eps^2, M = (3 beta - beta^2 G)/2, G = S/(1 + kappa S),
S = sum_i x_i/(C44 + H x_i), x_i = n_i^2, beta = C11 + 2 C12,
kappa = C12 + C44, H = C11 - C12 - 2 C44.
For C44 < C11 - C12 < 2 C44, {001} minimises and {111} maximises M.
The ordering also holds for all stable crystals with 2 C44 > C11 - C12.
Reference values come from the full elastic tensor and a traction-free surface.
Elastic constants are in GPa; eps is the in-plane misfit strain.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as charge
from scipy.optimize import brentq, minimize, minimize_scalar

rng = np.random.default_rng(7)
identity = np.eye(3)
voigt_index = np.array([[0, 5, 4], [5, 1, 3], [4, 3, 2]])


def elastic_tensor(c11, c12, c44):
    matrix = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    matrix[:3, :3] += c12
    return matrix[voigt_index[:, :, None, None], voigt_index[None, None, :, :]]


def unit(vector):
    vector = np.asarray(vector, dtype=float)
    return vector / np.linalg.norm(vector)


def film_frame(n):
    helper = identity[np.argmin(np.abs(n))]
    t1 = unit(np.cross(helper, n))
    return np.array([t1, np.cross(n, t1), n])


def direct_film(tensor, n):
    """Solve sigma.n = 0 in the film frame for unit misfit; return M and strain."""
    q = film_frame(n)
    c = tensor
    for _ in range(4):  # each pass rotates one index and cycles the index order
        c = np.tensordot(c, q, axes=([0], [1]))
    strain = np.diag([1.0, 1.0, 0.0])
    load = np.einsum('iab,ab->i', c[:, 2], strain)
    system = np.column_stack([2*c[:, 2, 0, 2], 2*c[:, 2, 1, 2], c[:, 2, 2, 2]])
    e13, e23, e33 = np.linalg.solve(system, -load)
    strain[0, 2] = strain[2, 0] = e13
    strain[1, 2] = strain[2, 1] = e23
    strain[2, 2] = e33
    energy = 0.5 * np.einsum('ij,ijkl,kl', strain, c, strain)
    return energy, q.T @ strain @ q


def formula_film(constants, n):
    c11, c12, c44 = constants
    beta, kappa, h = c11 + 2*c12, c12 + c44, c11 - c12 - 2*c44
    d = c44 + h*n**2
    s = np.sum(n**2/d)
    m = 0.5*(3*beta - beta**2*s/(1 + kappa*s))
    b = -beta*(n/d)/(1 + kappa*s)
    return s, m, b


def s_from_direct(constants, x):
    """Recover S from the directly solved film energy."""
    c11, c12, c44 = constants
    beta = c11 + 2*c12
    m = direct_film(elastic_tensor(*constants), np.sqrt(x))[0]
    g = (3*beta - 2*m)/beta**2
    return g/(1 - (c12 + c44)*g)


def random_constants(low, high):
    """Stable constants, C44 = 1, with (C11-C12)/C44 between low and high."""
    difference = rng.uniform(low, high)
    beta = rng.uniform(0.2, 8.0)
    c12 = (beta - difference)/3
    return c12 + difference, c12, 1.0


n001, n110, n111, n113 = map(unit, ([0, 0, 1], [1, 1, 0], [1, 1, 1], [1, 1, 3]))

# Closed energy, relaxation vector and convexity against the direct solution.
formula_error = 0.0
negative_kappa = 0
for _ in range(300):
    constants = random_constants(1.02, 1.98)
    negative_kappa += constants[1] + constants[2] < 0
    tensor = elastic_tensor(*constants)
    n = unit(rng.normal(size=3))
    m_direct, strain = direct_film(tensor, n)
    s, m, b = formula_film(constants, n)
    formula_error = max(formula_error, abs(m/m_direct - 1))
    predicted = identity + 0.5*(np.outer(b, n) + np.outer(n, b))
    assert np.allclose(strain, predicted, rtol=1e-8, atol=1e-9)
    gamma = np.einsum('ijkl,j,l->ik', tensor, n, n)
    g = n @ np.linalg.solve(gamma, n)
    assert np.isclose(g, s/(1 + (constants[1] + constants[2])*s), rtol=1e-9)
    xa, xb = rng.dirichlet([1, 1, 1], size=2)
    sa, sb, sm = [s_from_direct(constants, x) for x in (xa, xb, (xa + xb)/2)]
    assert sm <= 0.5*(sa + sb) + 1e-9*(1 + abs(sa) + abs(sb))
assert formula_error < 1e-9

# Ordering, including crystals outside the convexity window and reversed ones.
ordering_counts = []
for low, high, sign in ((1.02, 1.98, 1), (0.1, 1.0, 1), (2.02, 6.0, -1)):
    count = 0
    for _ in range(50):
        constants = random_constants(low, high)
        tensor = elastic_tensor(*constants)
        m001, m111 = direct_film(tensor, n001)[0], direct_film(tensor, n111)[0]
        assert sign*(m111 - m001) > 0
        for _ in range(30):
            m = direct_film(tensor, unit(rng.normal(size=3)))[0]
            assert min(m001, m111) - 1e-10 <= m <= max(m001, m111) + 1e-10
            count += 1
    ordering_counts.append(count)
isotropic = elastic_tensor(3.0, 1.0, 1.0)
isotropic_values = [direct_film(isotropic, unit(rng.normal(size=3)))[0]
                    for _ in range(20)]
assert np.ptp(isotropic_values) < 1e-11

# Polynomial identities behind the ordering without convexity.
C11, C12, C44 = sp.symbols('C11 C12 C44')
ns = sp.symbols('n1:4')
x1, x2 = sp.symbols('x1 x2')
xs = (x1, x2, 1 - x1 - x2)
symbolic_gamma = sp.Matrix(3, 3, lambda i, j:
    C11*ns[i]**2 + C44*sum(ns[k]**2 for k in range(3) if k != i)
    if i == j else (C12 + C44)*ns[i]*ns[j])
test_n = unit([0.3, -0.5, 0.8])
numeric_gamma = np.array(symbolic_gamma.subs(
    dict(zip((*ns, C11, C12, C44), (*test_n, 160, 60, 80)))), dtype=float)
assert np.allclose(numeric_gamma, np.einsum(
    'ijkl,j,l->ik', elastic_tensor(160, 60, 80), test_n, test_n))


def in_squares(expression):
    polynomial = sp.Poly(sp.expand(expression), *ns)
    total = 0
    for powers, coefficient in polynomial.terms():
        assert all(power % 2 == 0 for power in powers)
        term = coefficient
        for x, power in zip(xs, powers):
            term *= x**(power//2)
        total += term
    return sp.expand(total)


vector = sp.Matrix(ns)
det_gamma = in_squares(symbolic_gamma.det(method='berkowitz'))
N = in_squares((vector.T*symbolic_gamma.adjugate()*vector)[0])
H = C11 - C12 - 2*C44
p = xs[0]*xs[1] + xs[1]*xs[2] + xs[2]*xs[0]
q = xs[0]*xs[1]*xs[2]
assert sp.expand(N - (C44**2 + 2*C44*H*p + 3*H**2*q)) == 0
assert sp.expand(det_gamma - C11*N
                 + H*(C44*p*(2*C44 + H) + H*q*(3*C44 + 2*H))) == 0
assert sp.expand(det_gamma - N*(C11 + 2*C12 + 4*C44)/3
                 - C44*H/3*(2*C44*(1 - 3*p) + H*(p - 9*q))) == 0

# Worked example and an unconstrained orientation search.
example = (160.0, 60.0, 80.0)
c11, c12, c44 = example
beta, kappa, h_aniso = c11 + 2*c12, c12 + c44, c11 - c12 - 2*c44
misfit, thickness_nm = -0.01, 8.0
tensor = elastic_tensor(*example)
m001, m110, m111 = [direct_film(tensor, n)[0] for n in (n001, n110, n111)]
assert np.isclose(m001, beta*(c11 - c12)/c11)
assert np.isclose(m111, 6*beta*c44/(beta + 4*c44))
assert np.isclose(m110, beta/2*(3 - 2*beta/(c11 + c12 + 2*c44)))
search_angles = []
for sign, target in ((1, n001), (-1, n111)):
    found = minimize(lambda v: sign*direct_film(tensor, unit(v))[0],
                     [0.25, 0.48, 0.84], method='Nelder-Mead',
                     options={'xatol': 1e-8, 'fatol': 1e-10, 'maxiter': 2000})
    direction = np.sort(np.abs(unit(found.x)))
    angle = np.degrees(np.arcsin(min(1, np.linalg.norm(np.cross(direction, target)))))
    assert angle < 0.01
    search_angles.append(angle)

# A stable crystal for which S is not convex but the energy ordering remains.
strong = (170.0, 120.0, 75.0)
strong_tensor = elastic_tensor(*strong)
strong_m = [direct_film(strong_tensor, n)[0] for n in (n001, n110, n111)]
edge_s = [s_from_direct(strong, np.array([t, 1 - t, 0])) for t in (0.88, 0.90, 0.92)]
strong_curvature = (edge_s[0] - 2*edge_s[1] + edge_s[2])/0.02**2
assert strong_curvature < 0 and strong_m[0] < strong_m[1] < strong_m[2]


# Third-order elasticity with finite Lagrangian strain.
def cubic_energy(strain, third):
    c111, c112, c123, c144, c155, c456 = third
    a, b, c = np.diag(strain)
    d, f, g = 2*strain[1, 2], 2*strain[0, 2], 2*strain[0, 1]
    return (c111*(a**3 + b**3 + c**3)/6
            + c112*(a*a*(b + c) + b*b*(a + c) + c*c*(a + b))/2
            + c123*a*b*c + c144*(a*d*d + b*f*f + c*g*g)/2
            + c155*(d*d*(b + c) + f*f*(a + c) + g*g*(a + b))/2 + c456*d*f*g)


v1, v2, v3 = 0.7, -0.4, 1.1
isotropic_third = (v1 + 6*v2 + 8*v3, v1 + 2*v2, v1, v2, v2 + 2*v3, v3)
trial = rng.normal(size=(3, 3))
trial = trial + trial.T
rotation = film_frame(unit([1, 2, 3]))
assert np.isclose(cubic_energy(trial, isotropic_third),
                  cubic_energy(rotation @ trial @ rotation.T, isotropic_third))
third_order = (-800.0, -450.0, -60.0, 20.0, -300.0, -60.0)


def finite_modulus(n, eps):
    def scaled_energy(ratio):
        normal = np.outer(n, n)
        deformation = identity + eps*(identity - normal) - ratio*eps*normal
        lagrange = 0.5*(deformation.T @ deformation - identity)
        energy = 0.5*np.einsum('ij,ijkl,kl', lagrange, tensor, lagrange)
        return (energy + cubic_energy(lagrange, third_order))/eps**2
    return minimize_scalar(scaled_energy, bounds=(0, 2), method='bounded',
                           options={'xatol': 1e-9}).fun


for n, m in ((n001, m001), (n111, m111)):
    assert abs(finite_modulus(n, -1e-5)/m - 1) < 1e-3
finite001, finite111 = [finite_modulus(n, misfit) for n in (n001, n111)]
assert finite111 > finite001

# Rough sizes of other omitted effects.
density001, density111 = [m*1e9*misfit**2 for m in (m001, m111)]
gap = density111 - density001
surface_difference, surface_stress, surface_energy = 0.1, 1.0, 1.5
crossover_nm = surface_difference/gap*1e9
area_energy = density001*thickness_nm*1e-9
surface_work = 2*surface_stress*abs(misfit)
temperature_rise, expansion_difference, softening_rate = 500.0, 1e-6, 1e-4
thermal_strain = temperature_rise*expansion_difference
thermal_energy_change = (1 + thermal_strain/abs(misfit))**2 - 1
softening = temperature_rise*softening_rate
reversal_softening = 1 - (c11 - c12)/(2*c44)
poisson = c12/(c11 + c12)
young = (c11 - c12)*beta/(c11 + c12)
burgers_nm = 0.38
prefactor = burgers_nm*(1 - poisson/4)/(8*np.pi*(1 + poisson)*abs(misfit)*0.5)
critical_nm = brentq(lambda t: t - prefactor*(np.log(t/burgers_nm) + 1),
                     prefactor, 1000)
assert thickness_nm < critical_nm
stress = m001*abs(misfit)
undulation_nm = (np.pi*young*1e9*surface_energy
                 / ((1 - poisson**2)*(stress*1e9)**2)*1e9)

print(f"Example C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"C11-C12 and 2 C44: {c11-c12:.0f}, {2*c44:.0f} GPa")
print(f"beta, kappa, H: {beta:.0f}, {kappa:.0f}, {h_aniso:.0f} GPa")
print(f"Misfit: {100*misfit:.1f} %; thickness: {thickness_nm:.1f} nm")
for label, n in (('001', n001), ('113', n113), ('110', n110), ('111', n111)):
    s, m, b = formula_film(example, n)
    m_direct, strain = direct_film(tensor, n)
    assert np.isclose(m, m_direct)
    normal_strain = misfit*(n @ strain @ n)
    shear = abs(misfit)*np.linalg.norm(b - n*(b @ n))
    density = m*1e9*misfit**2
    print(f"({label}) S: {1000*s:.3f} 1/TPa; M: {m:.3f} GPa")
    print(f"({label}) energy density: {density/1e6:.3f} MJ/m3")
    print(f"({label}) normal strain: {100*normal_strain:.4f} %; "
          f"engineering shear: {100*shear:.4f} %")
print(f"Converted energy density (001), (111): {density001*1e-24/charge:.2f}, "
      f"{density111*1e-24/charge:.2f} meV/nm3")
print(f"Energy gap (111)-(001): {gap/1e6:.3f} MJ/m3")
print(f"Ratio M(111)/M(001): {m111/m001:.4f}")
print(f"Search angle from <001> at minimum: {search_angles[0]:.4f} deg")
print(f"Search angle from <111> at maximum: {search_angles[1]:.4f} deg")
print(f"Largest relative formula error, 300 crystals: {formula_error:.1e}")
print(f"Of these, crystals with negative kappa: {negative_kappa}")
print("Orientations tested: window, strong, reversed: "
      + ", ".join(map(str, ordering_counts)))
print("Strong set C11, C12, C44: " + ", ".join(f"{c:.0f}" for c in strong) + " GPa")
print("Strong set M(001), M(110), M(111): "
      + ", ".join(f"{m:.3f}" for m in strong_m) + " GPa")
print(f"Strong set edge curvature of S at x1=0.9: {strong_curvature:.3f} 1/GPa")
print("Rough third-order C111, C112, C123: "
      + ", ".join(f"{c:.0f}" for c in third_order[:3]) + " GPa")
print("Rough third-order C144, C155, C456: "
      + ", ".join(f"{c:.0f}" for c in third_order[3:]) + " GPa")
print(f"Finite-strain W/eps^2 (001), (111): {finite001:.2f}, {finite111:.2f} GPa")
print(f"Finite-strain change (001), (111): {100*(finite001/m001-1):.2f}, "
      f"{100*(finite111/m111-1):.2f} %")
print(f"Rough surface-energy difference: {surface_difference:.1f} J/m2")
print(f"Thickness where it equals the strain-energy gap: {crossover_nm:.1f} nm")
print(f"Film strain energy per area (001): {area_energy:.3f} J/m2")
print(f"Rough surface stress: {surface_stress:.1f} N/m; "
      f"its work: {surface_work:.3f} J/m2")
print(f"Rough temperature rise: {temperature_rise:.0f} K")
print(f"Rough expansion difference: {expansion_difference:.1e} 1/K")
print(f"Thermal strain: {100*thermal_strain:.3f} %; "
      f"energy change if it adds: {100*thermal_energy_change:.1f} %")
print(f"Rough softening rate: {softening_rate:.1e} 1/K; "
      f"softening: {100*softening:.1f} %")
print(f"C44 drop alone needed for isotropy: {100*reversal_softening:.1f} %")
print(f"Rough Burgers length: {burgers_nm:.2f} nm")
print(f"Estimated dislocation critical thickness (001): {critical_nm:.1f} nm")
print(f"Biaxial stress magnitude (001): {stress:.3f} GPa")
print(f"Young modulus <001>: {young:.1f} GPa; Poisson ratio: {poisson:.3f}")
print(f"Rough surface energy: {surface_energy:.1f} J/m2")
print(f"Undulation threshold wavelength estimate: {undulation_nm:.0f} nm")
print("finished without a failed check")
```

Running it gives:

```
Example C11, C12, C44: 160, 60, 80 GPa
C11-C12 and 2 C44: 100, 160 GPa
beta, kappa, H: 280, 140, -60 GPa
Misfit: -1.0 %; thickness: 8.0 nm
(001) S: 50.000 1/TPa; M: 175.000 GPa
(001) energy density: 17.500 MJ/m3
(001) normal strain: 0.7500 %; engineering shear: 0.0000 %
(113) S: 28.910 1/TPa; M: 195.475 GPa
(113) energy density: 19.547 MJ/m3
(113) normal strain: 0.6038 %; engineering shear: 0.4052 %
(110) S: 20.000 1/TPa; M: 213.684 GPa
(110) energy density: 21.368 MJ/m3
(110) normal strain: 0.4737 %; engineering shear: 0.0000 %
(111) S: 16.667 1/TPa; M: 224.000 GPa
(111) energy density: 22.400 MJ/m3
(111) normal strain: 0.4000 %; engineering shear: 0.0000 %
Converted energy density (001), (111): 109.23, 139.81 meV/nm3
Energy gap (111)-(001): 4.900 MJ/m3
Ratio M(111)/M(001): 1.2800
Search angle from <001> at minimum: 0.0000 deg
Search angle from <111> at maximum: 0.0000 deg
Largest relative formula error, 300 crystals: 1.9e-15
Of these, crystals with negative kappa: 0
Orientations tested: window, strong, reversed: 1500, 1500, 1500
Strong set C11, C12, C44: 170, 120, 75 GPa
Strong set M(001), M(110), M(111): 120.588, 232.955, 259.859 GPa
Strong set edge curvature of S at x1=0.9: -4.470 1/GPa
Rough third-order C111, C112, C123: -800, -450, -60 GPa
Rough third-order C144, C155, C456: 20, -300, -60 GPa
Finite-strain W/eps^2 (001), (111): 178.48, 227.95 GPa
Finite-strain change (001), (111): 1.99, 1.76 %
Rough surface-energy difference: 0.1 J/m2
Thickness where it equals the strain-energy gap: 20.4 nm
Film strain energy per area (001): 0.140 J/m2
Rough surface stress: 1.0 N/m; its work: 0.020 J/m2
Rough temperature rise: 500 K
Rough expansion difference: 1.0e-06 1/K
Thermal strain: 0.050 %; energy change if it adds: 10.3 %
Rough softening rate: 1.0e-04 1/K; softening: 5.0 %
C44 drop alone needed for isotropy: 37.5 %
Rough Burgers length: 0.38 nm
Estimated dislocation critical thickness (001): 9.3 nm
Biaxial stress magnitude (001): 1.750 GPa
Young modulus <001>: 127.3 GPa; Poisson ratio: 0.273
Rough surface energy: 1.5 J/m2
Undulation threshold wavelength estimate: 212 nm
finished without a failed check
```
